\section*{Conductivity of a Two-Valley Silicon Inversion Layer at $k_F l=1$}

\section{Setting and data}

Electrons are held at the (100) surface of silicon by a gate and move freely in the plane of the surface. The two occupied valleys have their long axes normal to the surface, so each has a circular in-plane dispersion with the same mass $m$. The spin degeneracy is $g_s=2$, the valley degeneracy is $g_v=2$, and $g=g_sg_v$. The electrons are treated as independent, the density is uniform, and scattering is elastic. Unless a part says otherwise, the electron gas is degenerate, $k_BT\ll E_F$.

The algebra uses atomic units, $\hbar=e=m_e=1$, so that $h=2\pi$ and the electron has charge $-1$. Energies $E$ are measured from the subband edge:
\begin{equation}
E=\frac{k^2}{2m},\qquad v=\frac{k}{m}.
\end{equation}
The mean free path is $l=v_F\tau$, where $\tau$ is the relaxation time of the current, to be found in part (b).

For numerical work take these rough typical values: sheet density $n=5\times10^{11}\ \mathrm{cm^{-2}}$, in-plane mass $0.19$, temperature $4.2$ K, valley splitting $0.0005$ eV and depletion density $N_d=10^{11}\ \mathrm{cm^{-2}}$. The masses normal to the surface are $0.92$ for the twofold valleys and $0.19$ for the other four. The relative permittivities are $11.7$ for silicon and $3.9$ for the oxide. The values quoted in the answers are rounded from the numerical output that follows the text.

\section{Part (a): counting states}

\textbf{Question.} Find the relation between $n$ and $k_F$, and the density of states. Evaluate $k_F$ for the data.

\textbf{Answer.} In a periodic square of side $L$, the allowed wave vectors are $(2\pi/L)(n_1,n_2)$ with integer $n_1,n_2$. Each occupies an area $(2\pi/L)^2$ of the $k$ plane and holds $g$ electrons. For large $L$, filling the disc of radius $k_F$ gives
\begin{equation}
n=\frac{g}{L^2}\,\frac{\pi k_F^2}{(2\pi/L)^2}=\frac{g k_F^2}{4\pi}.
\label{density}
\end{equation}
Since $k_F^2=2mE_F$, this is also $n=gmE_F/(2\pi)$. Its derivative with respect to $E_F$ is the density of states, $gm/(2\pi)$, which does not depend on energy.

For $g=4$, $k_F=\sqrt{\pi n}$. With $n=0.005\ \mathrm{nm^{-2}}$,
\begin{equation}
k_F=\sqrt{\pi\times0.005}\ \mathrm{nm^{-1}}=0.125\ \mathrm{nm^{-1}},
\end{equation}
and $E_F=0.00315$ eV. A direct count of plane waves inside this disc, for a box of side 5000 nm, gives $1.0001$ times the input density.

\section{Part (b): which scattering time?}

\textbf{Question.} Let $W(\alpha)\,d\alpha$ be the rate of scattering through an angle between $\alpha$ and $\alpha+d\alpha$, with $W$ even and summed over final valleys. Solve the linearised Boltzmann equation in a weak field $\mathcal F$ along $x$, and identify $\tau$.

\textbf{Answer.} The force on an electron is $-\mathcal F$, so $\dot k_x=-\mathcal F$. In a uniform steady state, the change of the occupation $f$ by drift balances the change by collisions:
\begin{equation}
-\mathcal F\frac{\partial f}{\partial k_x}
=\int_0^{2\pi}W(\theta'-\theta)\,[f(\theta')-f(\theta)]\,d\theta' .
\end{equation}
The exclusion factors have dropped out, because for equal forward and backward rates $f'(1-f)-f(1-f')=f'-f$.

Let $f_0$ be the Fermi function and write the distortion, equal in both valleys by symmetry, as
\begin{equation}
f=f_0+\left(-\frac{\partial f_0}{\partial E}\right)\phi(\theta).
\end{equation}
To first order in the field, $f$ on the left may be replaced by $f_0$. Since $\partial E/\partial k_x=v\cos\theta$, the left side is $\mathcal Fv\cos\theta\,(-\partial f_0/\partial E)$. Elastic collisions do not change $E$, so the factor $-\partial f_0/\partial E$ cancels:
\begin{equation}
\mathcal F v\cos\theta=\int_0^{2\pi}W(\theta'-\theta)[\phi(\theta')-\phi(\theta)]\,d\theta'.
\end{equation}
Try $\phi=A\cos\theta$ and put $\theta'=\theta+\alpha$. In $\cos(\theta+\alpha)=\cos\theta\cos\alpha-\sin\theta\sin\alpha$, the last term integrates to zero because $W$ is even. Hence
\begin{equation}
\mathcal Fv\cos\theta=-A\cos\theta\int_0^{2\pi}W(\alpha)(1-\cos\alpha)\,d\alpha .
\end{equation}
This is solved by
\begin{equation}
\phi=-\mathcal F v\tau\cos\theta,\qquad
\frac1\tau=\int_0^{2\pi}W(\alpha)(1-\cos\alpha)\,d\alpha .
\label{tau}
\end{equation}
A constant could be added to $\phi$, but it would change the density, which is fixed. The minus sign says that electrons pile up on the side of the Fermi circle opposite to the field.

The time in \eqref{tau} is the transport time. The lifetime of a plane wave, $\tau_q$, obeys $1/\tau_q=\int W\,d\alpha$ and counts a small deflection as fully as a reversal. The two times agree for isotropic scattering. For the forward-peaked choice $W\propto e^{\cos\alpha}$, $\tau/\tau_q=1.81$. If $v_F\tau_q$ were then set equal to $1/k_F$, the true $k_Fl$ would be $1.81$, and the conductivity would exceed the value found below by that factor. A numerical solution of the collision equation on 180 directions confirms this factor, and it gives the result of part (c) when the transport path is used.

\section{Part (c): the conductivity}

\textbf{Question.} Show that $k_Fl=1$ gives a sheet conductivity $2e^2/h$. Does a similar universal value follow in three dimensions?

\textbf{Answer.} The current density is the charge $-1$ times the velocity, summed over the distortion. With \eqref{tau}, the two minus signs cancel:
\begin{align}
j_x&=-g\int\frac{d^2k}{(2\pi)^2}\,v\cos\theta
\left(-\frac{\partial f_0}{\partial E}\right)(-\mathcal Fv\tau\cos\theta)\nonumber\\
&=\mathcal F\,g\int\frac{d^2k}{(2\pi)^2}\,v^2\cos^2\theta\;\tau
\left(-\frac{\partial f_0}{\partial E}\right).
\end{align}
Use $d^2k=k\,dk\,d\theta$, $k\,dk=m\,dE$, $v^2=2E/m$ and $\int_0^{2\pi}\cos^2\theta\,d\theta=\pi$. Then $\sigma=j_x/\mathcal F$ becomes
\begin{align}
\sigma&=\frac{g}{4\pi^2}\,\pi\int_0^\infty m\,\frac{2E}{m}\,\tau(E)
\left(-\frac{\partial f_0}{\partial E}\right)dE\nonumber\\
&=\frac{g}{2\pi}\int_0^\infty E\,\tau(E)
\left(-\frac{\partial f_0}{\partial E}\right)dE .
\label{sigmaT}
\end{align}
In the degenerate limit $-\partial f_0/\partial E$ is a unit peak at $E_F$, so $\sigma=gE_F\tau/(2\pi)$. By part (a) this equals the Drude form $n\tau/m$. Now insert $E_F=k_F^2/(2m)$ and $\tau=l/v_F=ml/k_F$:
\begin{equation}
\sigma=\frac{g}{2\pi}\,\frac{k_F^2}{2m}\,\frac{ml}{k_F}=\frac{g}{4\pi}\,k_Fl .
\end{equation}
The mass has cancelled, and the density enters through $k_Fl$ alone. The atomic unit of conductance is $e^2/\hbar=2\pi e^2/h$, so in ordinary units
\begin{equation}
\sigma=\frac{g_sg_v}{2}\,\frac{e^2}{h}\,k_Fl .
\label{main}
\end{equation}
With $g_s=g_v=2$ and $k_Fl=1$,
\begin{equation}
\boxed{\;\sigma=\frac{2e^2}{h}\;}
\end{equation}
which is $1/\pi=0.318$ in atomic units.

In three dimensions with an isotropic mass, a filled sphere gives
\begin{equation}
n_3=\frac{g}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{gk_F^3}{6\pi^2},
\qquad
\sigma_3=\frac{n_3\tau}{m}=\frac{g}{6\pi^2}\,k_F\,(k_Fl).
\end{equation}
At $k_Fl=1$ a factor $k_F$ remains, so the value depends on density. In two dimensions conductivity and conductance have the same unit, and no length is left over.

\section{Part (d): numbers for the layer}

\textbf{Question.} Find the mean free path, scattering time, mobility and sheet resistance at $k_Fl=1$. How does the mobility at this point change with density?

\textbf{Answer.} The path is
\begin{equation}
l=\frac1{k_F}=\frac1{0.1253\ \mathrm{nm^{-1}}}=8.0\ \mathrm{nm}=80\ \text{\AA}.
\end{equation}
The Fermi velocity is $7.64\times10^4$ m/s, or $76.4$ nm/ps, so $\tau=7.98/76.4=0.10$ ps. The conductivity is $\sigma=7.75\times10^{-5}$ S, and its inverse is a sheet resistance of $12.9\ \mathrm{k\Omega}$ per square. From $\sigma=ne\mu$,
\begin{equation}
\mu=\frac{7.75\times10^{-5}\ \mathrm{S}}
{(5\times10^{11}\ \mathrm{cm^{-2}})(1.602\times10^{-19}\ \mathrm{C})}
\approx 970\ \mathrm{cm^2/Vs}.
\end{equation}
Since $\sigma$ is fixed by the condition $k_Fl=1$, the mobility at that point varies as $1/n$. At $10^{12}\ \mathrm{cm^{-2}}$ it would be about $480\ \mathrm{cm^2/Vs}$. A denser layer reaches $k_Fl=1$ at a lower mobility because its Fermi wavelength is shorter.

\section{Part (e): split valleys}

\textbf{Question.} The valley edges are separated by $\Delta_v$, while $n$ and a common $\tau$ are held fixed. What happens to $\sigma$ and to $k_Fl$ in each valley? What is the conductivity at $k_Fl=1$ if one valley is empty?

\textbf{Answer.} Let $E_1$ and $E_2$ be the Fermi energies measured from the two valley edges. Each valley has degeneracy 2 and density $mE_i/\pi$. Fixed total density requires $E_1+E_2=2E_F$, and the splitting requires $E_1-E_2=\Delta_v$. Therefore
\begin{equation}
E_{1,2}=E_F\pm\frac{\Delta_v}{2}.
\end{equation}
In each valley $k_il_i=k_i^2\tau/m=2E_i\tau$. If the unsplit layer has $k_Fl=2E_F\tau=1$, then
\begin{equation}
k_il_i=\frac{E_i}{E_F}=1\pm\frac{\Delta_v}{2E_F}
=1\pm\frac{0.0005}{2\times0.00315}=1\pm0.079 .
\end{equation}
By \eqref{main} with $g=2$, each valley contributes $(e^2/h)k_il_i$. The sum is still $2e^2/h$: one valley loses what the other gains. These separate values are semiclassical. At $k_Fl=1$ the level broadening found in part (g) is about six times the splitting, so the two Fermi circles would not be resolved.

One valley is empty when $\Delta_v\ge2E_F=0.0063$ eV. If $\tau$ is still held fixed, the remaining valley has $k_Fl=2$ and carries the same $2e^2/h$. If instead the disorder is increased until $k_Fl=1$ in that valley, \eqref{main} gives $e^2/h$. The halving thus belongs to the criterion, and it comes with a shorter $\tau$. At the same density the single valley has a Fermi wave vector larger by $\sqrt2$, so its mean free path at $k_Fl=1$ is $8.0/\sqrt2=5.6$ nm.

\section{Part (f): finite temperature}

\textbf{Question.} At fixed density, find $\sigma(T)/\sigma(0)$ for constant $\tau$ and for $\tau\propto E$. Evaluate both at 4.2 K.

\textbf{Answer.} Fixed density means $\int_0^\infty f_0\,dE=E_F$, because the density of states is constant. For constant $\tau$, integrate \eqref{sigmaT} by parts:
\begin{equation}
\int_0^\infty E\left(-\frac{\partial f_0}{\partial E}\right)dE
=\big[-Ef_0\big]_0^\infty+\int_0^\infty f_0\,dE=E_F .
\end{equation}
The conductivity does not change with temperature.

For $\tau=\tau_FE/E_F$, the ratio is $E_F^{-2}\int_0^\infty E^2(-\partial f_0/\partial E)\,dE$. Let $\mu_c$ be the chemical potential and put $E=\mu_c+k_BTx$. The weight becomes $w(x)=1/[4\cosh^2(x/2)]$, which is even and has unit area once the lower limit is moved to $-\infty$. For $x>0$ it can be expanded as $w=\sum_{s\ge1}(-1)^{s+1}s\,e^{-sx}$, so
\begin{equation}
\int_{-\infty}^{\infty}x^2w\,dx
=2\sum_{s\ge1}(-1)^{s+1}\frac{2}{s^2}=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\end{equation}
The density condition reads $k_BT\ln(1+e^{\mu_c/k_BT})=E_F$, which gives
\begin{equation}
\mu_c=E_F+k_BT\ln\!\left(1-e^{-E_F/k_BT}\right).
\end{equation}
Here $k_BT/E_F=0.115$ and the exponential is about $2\times10^{-4}$. Both the shift of $\mu_c$ and the change of the lower limit are therefore negligible, and
\begin{equation}
\frac{\sigma(T)}{\sigma(0)}\simeq1+\frac{\pi^2}{3}\left(\frac{k_BT}{E_F}\right)^2
=1+3.29\times0.0132=1.04 .
\end{equation}
Thermal smearing moves the semiclassical result by about 4 per cent for this energy dependence, provided $\tau(E)$ does not itself depend on temperature. In a real layer it does, through screening: for screened interface charges in a clean silicon layer this lowers $\sigma$ by roughly 20 per cent at the same $k_BT/E_F$. The level broadening at $k_Fl=1$ washes most of that out, so temperature is not the main limitation at that point.

\section{Part (g): is the semiclassical value reliable?}

\textbf{Question.} For isotropic scattering, estimate the level broadening and the effect of interference between time-reversed paths at $k_Fl=1$. May $2e^2/h$ be called a minimum conductivity?

\textbf{Answer.} For isotropic scattering $\tau_q=\tau$. An amplitude decaying as $e^{-t/2\tau}$ has a Lorentzian spectrum of half width $\Gamma=1/(2\tau)$. Since $k_Fl=2E_F\tau$,
\begin{equation}
\frac{\Gamma}{E_F}=\frac1{k_Fl}.
\end{equation}
At $k_Fl=1$ the half width equals the Fermi energy, $0.00315$ eV. The weight of a Lorentzian centred at $E_F$ that lies below the band edge is
\begin{equation}
\int_{-\infty}^{0}\frac{\Gamma/\pi}{(E-E_F)^2+\Gamma^2}\,dE
=\frac12-\frac1\pi\arctan\frac{E_F}{\Gamma}=\frac14 .
\end{equation}
With a width taken independent of energy, a quarter of the state lies where the clean band has no states. The fraction depends on the line shape: a self-consistent Born treatment, in which the width vanishes at a shifted band edge, gives about a tenth. Either way a sharp Fermi circle is a poor description. At $k_Fl=10$ the same expression gives 3 per cent.

Interference can be sized from the chance of return. The velocity correlation $\langle v_x(t)v_x(0)\rangle=\tfrac12v_F^2e^{-t/\tau}$ integrates over time to the diffusion constant $D=v_F^2\tau/2$. After many collisions the probability density at the starting point is $1/(4\pi Dt)$. As a test, 400\,000 isotropic random flights were followed for a time $40\tau$; the fraction ending within $2l$ of the start was $1.003$ times the diffusion value.

A closed path and its reverse add in phase, which favours return and lowers the conductivity. Give the path a width $2/k_F$, a fraction of the Fermi wavelength. It sweeps an area $(2/k_F)v_F\,dt$ in time $dt$. Summing from $\tau$ to the coherence time $\tau_\phi$ gives the relative reduction
\begin{equation}
\frac{|\delta\sigma|}{\sigma}\sim
\int_\tau^{\tau_\phi}\frac{2v_F}{k_F}\,\frac{dt}{4\pi Dt}
=\frac{1}{\pi k_Fl}\ln\frac{\tau_\phi}{\tau}.
\end{equation}
The width is a choice, so the prefactor is an order of magnitude. With the rough assumption $\tau_\phi\sim\hbar/k_BT=1.8$ ps, $\tau_\phi/\tau=17.4$ and the reduction is $2.86/\pi\approx0.9$. If scattering mixes the valleys, half of the returns are in the starting valley, and counting those alone gives about $0.5$.

A first correction of this size means that the expansion has failed; it does not predict that a tenth or a half of the Drude value survives. Nothing in this derivation makes $2e^2/h$ a minimum conductivity, and the first correction points downward. It marks the scale at which the semiclassical theory stops being reliable.

\section{Part (h): the real device}

\textbf{Question.} Use a triangular well to check that only the twofold valleys are occupied. Then judge the model against a real silicon transistor.

\textbf{Answer.} The average force towards the surface is $G=4\pi(N_d+n/2)/\kappa_s$, where $\kappa_s$ is the relative permittivity of silicon. The half appears because the field of the electron sheet falls from its full value to zero across the sheet. With a hard wall at $z=0$,
\begin{equation}
-\frac{1}{2m_z}\psi''+Gz\,\psi=E\psi .
\end{equation}
Put $z=\lambda\xi$ with $\lambda^3=1/(2m_zG)$, and $E=aG\lambda$. The equation becomes $\psi''=(\xi-a)\psi$, whose decaying solution is $\mathrm{Ai}(\xi-a)$. The wall requires $\mathrm{Ai}(-a)=0$, so $a=2.338,\ 4.088,\dots$ and
\begin{equation}
E=a\left(\frac{G^2}{2m_z}\right)^{1/3}.
\end{equation}
The heavy normal mass puts the twofold valleys lowest, at $0.0249$ eV. The next levels are the first fourfold one at $0.0422$ eV and the second twofold one at $0.0436$ eV. In this well the gap of $0.017$ eV exceeds $E_F$ by about $39\,k_BT$, so thermal occupation of higher subbands is negligible and a clean layer has $g=4$. A single average force overstates the gap, because the excited states reach beyond most of the electron sheet, where the force is weaker. A self-consistent Hartree potential gives about $0.011$ eV, with the first fourfold and second twofold levels nearly coincident, and image and local exchange-correlation terms move the gap between about $0.010$ and $0.016$ eV. Even the smallest of these exceeds $E_F$ by about $18\,k_BT$. The broadening of part (g) is already about a fifth of the gap found here and a larger fraction of the true one, so at $k_Fl=1$ some mixing with higher subbands cannot be excluded.

The example lies in the regime of a silicon MOS transistor at liquid-helium temperature. Low-temperature peak mobilities there run, roughly, from $10^3$ to a few $10^4\ \mathrm{cm^2/Vs}$, so $970\ \mathrm{cm^2/Vs}$ at this density describes a fairly disordered layer; a cleaner one reaches $k_Fl=1$ at lower density. The oxide field, $0.28$ MV/cm, is far below the rough breakdown scale of $10$ MV/cm. The assumption of independent electrons is a poor one here. At the typical spacing $r=1/\sqrt{\pi n}$, the Coulomb energy is $1/(\bar\kappa r)$, with $\bar\kappa=7.8$ the mean permittivity of silicon and oxide, while $E_F=\pi n/(2m)=1/(2mr^2)$. Their ratio is $2mr/\bar\kappa=2r_s$. With $r_s=3.7$ it is about 7, so interactions are not a small correction, and this model cannot say how far they move $\sigma$. The interference correction estimated in part (g) is not small either, and its size there is only an order of magnitude. Density fluctuations, also left out, add a further uncertainty that is not sized here.

\section*{Table of computed values}
\begin{verbatim}
Electron density (rough input): 5e+11 cm^-2
Depletion density (rough input): 1e+11 cm^-2
In-plane mass (rough input): 0.19 electron masses
Normal mass, twofold (rough input): 0.92 electron masses
Normal mass, fourfold (rough input): 0.19 electron masses
Temperature (input): 4.2 K
Valley splitting (rough input): 0.0005 eV
Silicon relative permittivity (rough input): 11.7
Oxide relative permittivity (rough input): 3.9
Fermi wave vector: 0.1253 nm^-1
Fermi energy: 0.00315 eV
Fermi velocity: 7.636e+04 m/s
Mean free path at k_F l = 1: 7.979 nm
Same mean free path: 79.79 angstrom
Transport time: 0.1045 ps
Mobility at k_F l = 1: 967.2 cm2/Vs
Drude sheet conductivity: 7.74809e-05 S
Same conductivity: 0.31831 atomic units
Sheet resistance: 12906.4 ohm per square
Box count density / input density: 1.0001
k-space sum / (2e^2/h): 1
Anisotropic scattering, transport path / (2e^2/h): 1
Anisotropic scattering, lifetime path / (2e^2/h): 1.806
One valley at k_F l = 1, conductivity / (e^2/h): 1
k_F l in fuller valley: 1.079
k_F l in emptier valley: 0.9206
Thermal energy / Fermi energy: 0.1149
Thermal factor, constant tau: 1
Thermal factor, tau proportional to energy: 1.0434
Broadening hbar/(2 tau): 0.00315 eV
Spectral weight below band edge: 0.25
Random-flight return / diffusion value: 1.003
Coherence time estimate hbar/kT: 1.819 ps
Coherence time / transport time: 17.41
Interference reduction estimate, unmixed valleys: 0.91
Interference reduction estimate, mixed valleys: 0.45
Lowest twofold level: 0.02494 eV
Second twofold level: 0.0436 eV
Lowest fourfold level: 0.04219 eV
Gap to next subband: 0.01725 eV
Interaction parameter r_s: 3.67
Oxide field: 0.278 MV/cm
\end{verbatim}
